# Weak-coupling Fröhlich polaron mass from the second-order energy

**Form of the answer**

An electron of band mass $m$ in a polar crystal interacts with longitudinal optical (LO) phonons of energy $\hbar\omega$. The constants $m,\hbar,\omega$ fix one length and one energy,

$$r_p=\sqrt{\frac{\hbar}{2m\omega}},\qquad \frac{\hbar^2}{2mr_p^2}=\hbar\omega .$$

If the coupling is described by one further pure number $\alpha$, the energy at momentum $\hbar\mathbf k/r_p$ must be $\hbar\omega$ times a function of $\mathbf k$ and $\alpha$. Rotational symmetry allows dependence on $k^2$ alone when the energy is smooth at $k=0$. With squared matrix elements proportional to $\alpha$, the lowest correction is linear in $\alpha$. Hence

$$\frac{E(k)}{\hbar\omega}=k^2-\alpha\,(c_0+c_1k^2+\dots)+O(\alpha^2).$$

The mass problem is reduced to finding the number $c_1$. It is $1/6$.

**Setting and theorem**

From here on energies are in units of $\hbar\omega$ and lengths in units of $r_p$, unless units are written. In a volume $\Omega$ the Hamiltonian is

$$H=p^2+\sum_{\mathbf q}b_{\mathbf q}^\dagger b_{\mathbf q}+\sum_{\mathbf q}\left(V_qb_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+\text{h.c.}\right),\qquad |V_q|^2=\frac{4\pi\alpha}{\Omega q^2}.$$

The assumptions are one electron, an isotropic parabolic band, a single LO branch without dispersion, a continuum with no upper limit on $q$, and zero temperature. The energy near $k=0$ is assumed to have a weak-coupling expansion that may be differentiated in $k^2$ term by term. The gap of one phonon energy above the band edge keeps the denominators used below positive there.

The polaron mass $m^*$ is defined by the curvature at the band edge, $E(k)=E(0)+(m/m^*)k^2+O(k^4)$.

**Theorem.** Under these assumptions,

$$\boxed{\frac{m^*}{m}=1+\frac{\alpha}{6}+O(\alpha^2)}$$

**Lemma 1: the coupling constant**

*For static dielectric constant $\varepsilon_s$ and high-frequency constant $\varepsilon_\infty$,*

$$\alpha=\frac{e^2}{4\pi\varepsilon_0\hbar}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right)\sqrt{\frac{m}{2\hbar\omega}} .$$

*Proof.* Place two fixed electrons at $\mathbf r_1,\mathbf r_2$. Each phonon mode is then an oscillator under a constant force. Completing the square lowers its energy by

$$|V_q|^2\left|e^{i\mathbf q\cdot\mathbf r_1}+e^{i\mathbf q\cdot\mathbf r_2}\right|^2=|V_q|^2(2+2\cos\mathbf q\cdot\mathbf r),\qquad \mathbf r=\mathbf r_1-\mathbf r_2 .$$

The part that depends on $\mathbf r$ is the interaction carried by the lattice:

$$-2\sum_{\mathbf q}|V_q|^2\cos\mathbf q\cdot\mathbf r=-2\alpha\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}e^{i\mathbf q\cdot\mathbf r}=-\frac{2\alpha}{r}.$$

In ordinary units this is $-2\alpha\hbar\omega r_p/r$. Macroscopically, the repulsion is $e^2/(4\pi\varepsilon_0\varepsilon_\infty r)$ with the ions held fixed and $e^2/(4\pi\varepsilon_0\varepsilon_sr)$ after they relax. The difference must equal the lattice part at every $r$, which also justifies the $1/q^2$ form. Therefore

$$2\alpha\hbar\omega r_p=\frac{e^2}{4\pi\varepsilon_0}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right).$$

Dividing by $2\hbar\omega r_p$ and using $1/(2\hbar\omega r_p)=\hbar^{-1}\sqrt{m/(2\hbar\omega)}$ gives the result. $\square$

At fixed dielectric constants and mass, $\alpha\propto\omega^{-1/2}$. Under that condition, a higher phonon frequency means weaker coupling.

**Lemma 2: the second-order energy**

*For $0<k<1$ the second-order shift is $\Delta E(k)=-\alpha\,\arcsin(k)/k$.*

*Proof.* The interaction changes the phonon number by one, so there is no first-order shift. In second order the electron emits a phonon $\mathbf q$, recoils to $\mathbf k-\mathbf q$, and reabsorbs it. The intermediate state lies above the initial one by

$$D_{\mathbf q}=(\mathbf k-\mathbf q)^2+1-k^2=q^2-2kqu+1,$$

where $u$ is the cosine of the angle between $\mathbf k$ and $\mathbf q$. Thus $\Delta E=-\sum_{\mathbf q}|V_q|^2/D_{\mathbf q}$. Replace the sum by $\Omega\int d^3q/(2\pi)^3$. The prefactor is $4\pi\alpha/(8\pi^3)=\alpha/(2\pi^2)$, and $d^3q/q^2=2\pi\,dq\,du$, so

$$\Delta E=-\frac{\alpha}{\pi}\int_0^\infty dq\int_{-1}^{1}du\,\frac{1}{q^2-2kqu+1}.$$

The integrand is unchanged when $q$ and $u$ both change sign. The half with $u<0$ can therefore be moved to $u>0$, $q<0$. Completing the square then gives

$$\Delta E=-\frac{\alpha}{\pi}\int_0^1du\int_{-\infty}^{\infty}\frac{dq}{(q-ku)^2+1-k^2u^2}
=-\alpha\int_0^1\frac{du}{\sqrt{1-k^2u^2}},$$

because $\int_{-\infty}^\infty dx/(x^2+a^2)=\pi/a$. The substitution $x=ku$ yields $\arcsin(k)/k$. $\square$

The condition $k<1$ means that the electron lacks the energy to emit a real phonon. Beyond it a denominator can vanish and the state acquires a decay rate even at zero temperature.

**Proof of the theorem**

For small $z$, $(1-z)^{-1/2}=1+z/2+3z^2/8+\dots$. With $z=k^2u^2$ and $\int_0^1u^2du=1/3$, $\int_0^1u^4du=1/5$,

$$\int_0^1\frac{du}{\sqrt{1-k^2u^2}}=1+\frac{k^2}{6}+\frac{3k^4}{40}+\dots$$

Adding the bare energy gives

$$E(k)=-\alpha+\left(1-\frac\alpha6\right)k^2-\frac{3\alpha}{40}k^4+\dots+O(\alpha^2).$$

Comparison with the definition of mass gives $m/m^*=1-\alpha/6+O(\alpha^2)$. Its reciprocal is $1+\alpha/6+O(\alpha^2)$. $\square$

The reciprocal $1/(1-\alpha/6)$ also contains $\alpha^2/36$, but this is not the full second-order coefficient of the mass, since the energy has its own $\alpha^2$ term. The apparent divergence at $\alpha=6$ lies outside the regime of the calculation.

**Remark: momentum in the phonon cloud**

The factor has a direct mechanical meaning. Let $\mathbf k$ be the conserved total momentum and $\mathbf P$ the phonon momentum. The electron's kinetic energy is $(\mathbf k-\mathbf P)^2$, so differentiating the energy gives $dE/dk=2(k-\langle P_\parallel\rangle)$. To first order the probability of finding phonon $\mathbf q$ is $|V_q|^2/D_{\mathbf q}^2$, whence

$$\langle P_\parallel\rangle=\frac\alpha\pi\int_0^\infty dq\int_{-1}^1du\,\frac{qu}{(q^2+1-2kqu)^2}.$$

The term of order $k^0$ is odd in $u$ and vanishes. The next term in the expanded fraction is $4kq^2u^2/(q^2+1)^3$. With $\int_{-1}^1u^2du=2/3$ and $\int_0^\infty q^2dq/(1+q^2)^3=\pi/16$ (put $q=\tan\theta$),

$$\langle P_\parallel\rangle=\frac\alpha\pi\cdot4k\cdot\frac23\cdot\frac\pi{16}=\frac{\alpha k}{6}.$$

To first order in $\alpha$ and at small $k$, the cloud carries the fraction $\alpha/6$ of the total momentum. The electron moves more slowly at given total momentum, which is the mass increase.

**Lemma 3: the energy-dependent self-energy**

*If the energy in the denominator is left free, with $E<1$ and $s=\sqrt{1-E}$, then*

$$\Sigma(k,E)=-\frac{\alpha}{k}\arctan\frac ks
=-\frac{\alpha}{s}+\frac{\alpha k^2}{3s^3}+\dots$$

*Proof.* The denominator is now $q^2-2kqu+k^2+s^2$. The folding and completion of the square used in Lemma 2 leave

$$\Sigma=-\alpha\int_0^1\frac{du}{\sqrt{s^2+k^2-k^2u^2}}
=-\frac\alpha k\arcsin\frac{k}{\sqrt{s^2+k^2}}=-\frac\alpha k\arctan\frac ks .$$

The series $\arctan x=x-x^3/3+\dots$ gives the expansion. $\square$

Since $d(1/s)/dE=1/(2s^3)$, the slopes at $k=E=0$ are $-\alpha/2$ in $E$ and $+\alpha/3$ in $k^2$. On the bare dispersion, $E=k^2$, they add to $-\alpha/6$. Keeping only the explicit momentum slope would give the wrong sign for the mass change.

One may instead solve $E=k^2+\Sigma(k,E)$. This is the eigenvalue equation obtained by eliminating the one-phonon amplitudes when at most one phonon is allowed. Differentiation in $k^2$ at $k=0$ gives

$$\frac{m^*}{m}=\frac{1+\alpha/(2s^3)}{1+\alpha/(3s^3)},\qquad s^2=1+\frac\alpha s .$$

For weak coupling, $s^2=1+\alpha+\dots$ and $x=\alpha/s^3=\alpha-\tfrac32\alpha^2+\dots$. The ratio is $1+x/6-x^2/18+\dots$, or

$$\frac{m^*}{m}=1+\frac\alpha6-\left(\frac14+\frac1{18}\right)\alpha^2+\dots=1+\frac\alpha6-\frac{11}{36}\alpha^2+\dots$$

The linear term is confirmed; the quadratic one is incomplete because two-phonon states are absent. Diagonalization in this restricted space at $\alpha=0.01$ and $k=0.1$ gives $(m^*/m-1)/\alpha=0.1644$. The formulas predict $1/6-11\alpha/36+3k^2/40=0.1644$, where the last term comes from the finite $k$.

**Proposition: the size of the next order**

*The fourth-order energy, with $D_i=q_i^2-2\mathbf k\cdot\mathbf q_i+1$ and $D_{12}=D_1+D_2+2\mathbf q_1\cdot\mathbf q_2$, is*

$$E_4=\sum_{\mathbf q_1,\mathbf q_2}|V_1|^2|V_2|^2
\frac{(D_1+D_2)\,\mathbf q_1\cdot\mathbf q_2}{D_1^2D_2^2D_{12}} .$$

*Proof.* The energy $D_{12}$ belongs to two phonons and an electron of momentum $\mathbf k-\mathbf q_1-\mathbf q_2$. After two emissions, the phonons can be absorbed in either order. These processes contribute

$$-\sum|V_1|^2|V_2|^2\left[\frac1{D_1^2D_{12}}+\frac1{D_1D_2D_{12}}\right].$$

There is another contribution because the exact energy, rather than the bare one, stands in the second-order denominator. With a level shift $\Delta$, the latter is $-\sum|V|^2/(D-\Delta)$, whose linear term is $-\Delta\sum|V|^2/D^2$. Setting $\Delta=-\sum|V|^2/D$ gives $+\sum|V_1|^2|V_2|^2/(D_1^2D_2)$. Averaging all terms over exchange of the labels gives

$$E_4=-\frac12\sum|V_1|^2|V_2|^2\frac{D_1+D_2}{D_1^2D_2^2}\left[\frac{D_1+D_2}{D_{12}}-1\right].$$

The bracket is $-2\mathbf q_1\cdot\mathbf q_2/D_{12}$, which proves the formula. $\square$

The formula shows that this order comes from recoil: two phonons are correlated because the same electron recoils from both. Write $E_4=\alpha^2(e_0+e_2k^2+\dots)$. Numerical integration gives $e_0=-0.0159$ and $e_2=0.0042$. Inverting $1-\alpha/6+e_2\alpha^2$ to second order,

$$\frac{m^*}{m}=1+\frac\alpha6+\left(\frac1{36}-e_2\right)\alpha^2+\dots
=1+\frac\alpha6+0.0236\,\alpha^2+\dots$$

**Proposition: thermal phonons**

*With thermal occupation $n=1/(e^{\hbar\omega/k_BT}-1)$, the second-order mass shift becomes $\alpha(1+n)/6$, and an electron at $k=0$ absorbs phonons at rate $2\alpha\omega n$.*

*Proof.* Emission is multiplied by $1+n$. Absorption adds a term with weight $n$ and denominator $q^2+2kqu-1=(q-a)(q-b)$, where $a>0>b$. After the same folding, its real part contains the principal value

$$\mathrm P\!\int_{-\infty}^{\infty}\frac{dq}{(q-a)(q-b)}
=\frac1{a-b}\left[\ln\left|\frac{q-a}{q-b}\right|\right]_{-\infty}^{\infty}=0 .$$

At each pole the logarithms from its two sides cancel in the symmetric limit, and the logarithm vanishes at both infinite ends. Only the emission shift remains. At $k=0$ the golden rule gives the rate in units of $\omega$:

$$2\pi n\sum_{\mathbf q}|V_q|^2\delta(q^2-1)=2\pi n\,\frac{\alpha}{2\pi^2}\,4\pi\int_0^\infty\delta(q^2-1)\,dq=2\alpha n,$$

since the last integral is $1/2$. $\square$

This mass is the curvature of a broadened level. It describes a propagating state only when the broadening is small on the energy scale of interest.

**Worked example: an oxide in the regime of ZnO**

ZnO serves as a switching layer in some resistive-memory cells. Take rough typical values for the crystal: $m=0.24\,m_e$, $\varepsilon_\infty=3.7$, $\varepsilon_s=8.5$ and $\hbar\omega=72$ meV. These inputs support at most two figures in the results (taking $\varepsilon_s$ between 7.8 and 8.9 moves $\alpha$ from 0.96 to 1.06, the mass ratio from 1.16 to 1.18 and the energy shift from 69 to 77 meV); further digits are kept only to compare the formulas with one another. The ionic factor is $1/3.7-1/8.5=0.1526$. Lemma 1 gives $\alpha=1.028$, and the polaron length is $r_p=1.48$ nm. To first order,

$$\frac{m^*}{m}=1+\frac{1.028}{6}=1.171,\qquad m^*=1.171\times0.24\,m_e=0.281\,m_e=2.56\times10^{-31}\ \text{kg}.$$

The band edge falls by $1.028\times72=74$ meV. The next order adds $0.0236\times1.028^2\approx0.025$ to the mass ratio, making it 1.196, and lowers the energy by a further 1.2 meV. Thus the quadratic term is about 15% of the linear mass shift. The reciprocal $1/(1-\alpha/6)$ gives 1.207, whereas the one-phonon pole gives 1.063. The latter errs in the direction of its negative quadratic coefficient, but its series in $\alpha$ converges only for $|\alpha|<2/(3\sqrt3)\approx0.385$ (cut at $\alpha^2$ it would give 0.849), so that coefficient does not fix the value. Solving a truncated self-energy more completely does not make it more accurate here.

At 300 K, $n=0.0658$, and the first-order ratio rises only to 1.183. The absorption broadening is 9.7 meV, against $k_BT=25.9$ meV. A larger change comes from carrier energy. Put $y=k^2$ and differentiate Lemma 2:

$$\frac{dE}{dy}=1-\alpha f(y),\qquad f(y)=\frac1{2y}\left[\frac1{\sqrt{1-y}}-\frac{\arcsin\sqrt y}{\sqrt y}\right].$$

This is the velocity relative to that of a bare electron at the same $k$. At the momentum whose bare energy equals the mean thermal energy, $y=\tfrac32k_BT/\hbar\omega=0.539$, one finds $f=0.324$ instead of $1/6$. (The first-order polaron energy above its band edge is only 0.412 at this $k$.) With the zero-temperature coupling held fixed, the first-order velocity ratio is 0.667, compared with 0.829 at the band edge. This value is not converged in $\alpha$: the fourth-order energy $E_4$ adds $0.108\,\alpha^2$ at this $k$, giving 0.78 against 0.83 at the edge, so the size of the drop is uncertain. In a parabolic band with Boltzmann statistics, 13.5% of carriers are above the emission threshold. As $y\to1$, $f$ diverges. For $\alpha=1.028$ the first-order velocity already vanishes at $y=0.89$, where the energy is only 0.575 above the band edge, so it loses meaning well before the threshold. The band-edge mass therefore cannot represent the whole thermal distribution.

Within the parabolic band, the absence of an upper limit on $q$ matters less for the mass. A sphere with the volume of the Brillouin zone, for a primitive cell of roughly 0.048 nm³, ends at $qr_p=15.9$. The mass integrand falls as $q^{-4}$, so the coefficient changes only from 0.16667 to 0.16660. The energy integrand falls as $q^{-2}$, and 96.0% of the shift is retained. These figures carry the parabola up to 18 eV, far beyond its range in a crystal with a 3.4 eV gap. A band $E(1+\beta E)=\hbar^2k^2/2m$ with $\beta=0.17$–$0.29$ eV⁻¹, the same cutoff and no Bloch overlap factors gives a mass coefficient of 0.176–0.182 and a shift of 1.03–1.06 times $\alpha\hbar\omega$, so nonparabolicity can matter more than the cutoff. A 10% mass anisotropy, with the heavier mass along the crystal axis and the geometric-mean mass and coupling held fixed, changes the coefficient to 0.162 along the axis and 0.169 across it.

**Use for memory devices**

The numbers describe a mobile electron in a good crystal, not a carrier trapped at a defect or a small polaron confined to about one cell. At $10^{17}$ cm⁻³ the plasma energy computed with $\varepsilon_\infty$ and the bare mass is 12.5 meV, well below the phonon energy; the lower coupled plasmon–phonon mode, screened also by the ions, lies at 8.2 meV. The two become equal at $3.3\times10^{18}$ cm⁻³, close to the effective band density of states, $2.95\times10^{18}$ cm⁻³ at 300 K with the bare mass (with $0.281\,m_e$ the two densities are $3.9\times10^{18}$ and $3.7\times10^{18}$ cm⁻³). A strongly doped conducting filament can therefore break both the unscreened and the nondegenerate assumptions. If screening removed the phonon coupling altogether, the mass would return from 0.281 to $0.24\,m_e$, a fall of about 15%.

At a read field of 0.1 MV/cm the electron gains 14.8 meV over $r_p$ and, without collisions, one phonon energy in 7.2 nm. If the absorption rate found above for $k=0$ is used as an estimate, an electron with the mean thermal energy at 300 K travels about 16 nm between absorptions at the bare velocity, or 11–13 nm at the reduced velocities found above. Either is longer than the 7.2 nm needed to gain one phonon energy, so even this read field can heat the carriers when other scattering is weak. At 0.48 MV/cm it gains a full phonon energy over $r_p$. Switching fields can reach this range, where a band-edge mass is no longer a sufficient description of transport. For a crystalline layer at low carrier density and in a field too weak to heat the carriers, $m(1+\alpha/6)$ is a reasonable band-edge estimate if $m$ is the rigid-lattice mass. If the input mass already contains the phonon cloud, applying the factor again counts the same effect twice. The remaining inputs and estimates are listed in the numerical output.

## Computed results

```
k^2 coefficient by quadrature = 0.16667 (1/6 = 0.16667)
k^4 coefficient by quadrature, k=0.1 = 0.0754
(m*/m-1)/alpha by diagonalization, alpha=0.01 = 0.1644
self-energy slope in E / alpha = -0.5000
self-energy slope in k^2 / alpha = 0.3332
fourth-order e0 = -0.0159, e2 = 0.0042
alpha^2 coefficient of m*/m = 0.0236
input band mass = 0.24 m_e
input eps_inf = 3.7, eps_static = 8.5
input LO phonon energy = 72.0 meV
input temperature = 300 K
input electron density = 1.0e+17 cm^-3
input read field = 0.10 MV/cm
input mass anisotropy (along/across axis) = 1.10
input primitive cell volume = 0.048 nm^3
input band gap = 3.4 eV
1/eps_inf - 1/eps_static = 0.1526
coupling constant alpha = 1.028
polaron length r_p = 1.48 nm
energy lowering alpha*hbar*omega = 74.0 meV
alpha/6 = 0.1713
m*/m first order = 1.171
m* first order = 0.281 m_e
m* first order = 2.561e-31 kg
m*/m from 1/(1-alpha/6) = 1.207
m*/m from self-energy pole = 1.063
m*/m through alpha^2 = 1.196
alpha^2 term in m*/m = 0.0250
fourth-order energy shift = -1.21 meV
thermal energy kT = 25.85 meV
thermal phonon number n = 0.0658
m*/m with thermal phonons, first order = 1.183
absorption broadening hbar*rate at k=0 = 9.7 meV
carriers above LO threshold = 13.5 %
mean thermal energy / LO energy = 0.539
velocity-drop coefficient there = 0.324
velocity / bare velocity there = 0.667
velocity / bare velocity at band edge = 0.829
anisotropic coefficient along axis = 0.1624
anisotropic coefficient across axis = 0.1688
zone cutoff q*r_p = 15.9
mass coefficient with zone cutoff = 0.16660
energy shift kept with zone cutoff = 96.0 %
LO energy / band gap = 0.021
plasma energy at input density = 12.5 meV
density where plasma = LO energy = 3.34e+18 cm^-3
effective band density of states = 2.95e+18 cm^-3
field energy over r_p = 14.8 meV
path to gain one LO energy = 7.2 nm
field with e*F*r_p = LO energy = 0.48 MV/cm
```
